# Idempotent one-particle density matrices and single Slater determinants: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test, for a pure state of exactly N fermions in M spin-orbitals:
  the state is one Slater determinant  <=>  gamma @ gamma = gamma
  <=>  every k-particle density matrix is a determinant of gamma.
Definitions:
  gamma[p,q] = <a_q^+ a_p>
  Gamma_k[p1..pk; q1..qk] = <a_q1^+ ... a_qk^+ a_pk ... a_p1>
  defect D = tr(gamma - gamma^2)
  h = missing occupation in the N most occupied natural orbitals
  w = weight in the state of the determinant made of those N orbitals
  cumulant = Gamma_2 - (2x2 determinants of gamma)
A many-body state is a dictionary {bit mask of filled orbitals: amplitude};
a mask stands for creators in ascending orbital order acting on the vacuum.
"""
from itertools import combinations, product
import numpy as np
from scipy.optimize import minimize
from pyscf import gto, scf, ao2mo, fci
from pyscf.fci import cistring, spin_op

rng = np.random.default_rng(7)


def parity_sign(mask, p):
    return -1 if bin(mask & ((1 << p) - 1)).count("1") % 2 else 1


def annihilate(state, p):
    return {m ^ (1 << p): parity_sign(m, p) * c
            for m, c in state.items() if (m >> p) & 1}


def create(state, orbital):
    """Create a particle in the orbital with the given components."""
    out = {}
    for m, c in state.items():
        for p, amplitude in enumerate(orbital):
            if not (m >> p) & 1 and amplitude != 0:
                new = m | (1 << p)
                out[new] = out.get(new, 0) + parity_sign(m, p) * amplitude * c
    return out


def build_determinant(orbitals):
    state = {0: 1.0}
    for i in reversed(range(orbitals.shape[1])):
        state = create(state, orbitals[:, i])
    return state


def density_matrix(state, M, k):
    """Overlaps of the vectors left after k annihilations."""
    vectors = []
    for indices in product(range(M), repeat=k):
        v = state
        for p in indices:
            v = annihilate(v, p)
        vectors.append(v)
    column = {}
    for v in vectors:
        for m in v:
            column.setdefault(m, len(column))
    A = np.zeros((len(vectors), max(1, len(column))), dtype=complex)
    for row, v in enumerate(vectors):
        for m, c in v.items():
            A[row, column[m]] = c
    return A @ A.conj().T


def determinant_rule(gamma, k):
    idx = np.array(list(product(range(len(gamma)), repeat=k)))
    return np.linalg.det(gamma[idx[:, None, :, None], idx[None, :, None, :]])


def defect(gamma):
    return float(np.trace(gamma - gamma @ gamma).real)


def random_unitary(M):
    z = rng.normal(size=(M, M)) + 1j * rng.normal(size=(M, M))
    return np.linalg.qr(z)[0]


def normalize(state):
    norm = np.sqrt(sum(abs(c) ** 2 for c in state.values()))
    return {m: c / norm for m, c in state.items()}


def basis_masks(M, N):
    return [sum(1 << p for p in s) for s in combinations(range(M), N)]


def random_state(M, N):
    return normalize({m: rng.normal() + 1j * rng.normal()
                      for m in basis_masks(M, N)})


def natural_analysis(state, M, N):
    """Return gamma, descending occupations, h and w."""
    gamma = density_matrix(state, M, 1)
    n, orbitals = np.linalg.eigh(gamma)
    n, orbitals = n[::-1], orbitals[:, ::-1]
    overlap = 0
    for m, c in state.items():
        filled = [p for p in range(M) if (m >> p) & 1]
        overlap += c * np.conj(np.linalg.det(orbitals[filled, :N]))
    return gamma, n, float(np.sum(1 - n[:N])), float(abs(overlap) ** 2)


def contracted(two_body, M):
    return np.einsum("pqrq->pr", two_body.reshape(M, M, M, M))


# ---- determinants in random orbitals: idempotency and determinant rule ----
M = 6
error_idem = error_rule = 0.0
for N in (2, 3):
    C = random_unitary(M)[:, :N]
    state = build_determinant(C)
    gamma = density_matrix(state, M, 1)
    assert np.allclose(gamma, C @ C.conj().T, atol=1e-12)
    error_idem = max(error_idem, np.max(abs(gamma @ gamma - gamma)))
    for k in (2, 3):
        exact = density_matrix(state, M, k)
        error_rule = max(error_rule,
                         np.max(abs(exact - determinant_rule(gamma, k))))
        if k > N:
            assert np.max(abs(exact)) < 1e-12
assert error_idem < 1e-12 and error_rule < 1e-12
print("Random determinants, 6 spin-orbitals, N = 2 and 3 (dimensionless)")
print(f"  largest element of gamma^2 - gamma: {error_idem:.1e}")
print(f"  largest error of determinant rule, k = 2, 3: {error_rule:.1e}")

# ---- correlated states: bounds on w and contraction of the cumulant ----
N = 3
for mixing in np.logspace(-3, 1, 60):
    reference = build_determinant(random_unitary(M)[:, :N])
    noise = random_state(M, N)
    state = normalize({m: reference.get(m, 0) + mixing * noise[m]
                       for m in noise})
    gamma, n, h, w = natural_analysis(state, M, N)
    assert n.min() > -1e-12 and n.max() < 1 + 1e-12
    assert h / N - 1e-12 <= 1 - w <= h + 1e-12
state = random_state(M, N)
gamma, n, h, w = natural_analysis(state, M, N)
Gamma2 = density_matrix(state, M, 2)
cumulant = Gamma2 - determinant_rule(gamma, 2)
assert np.allclose(contracted(Gamma2, M), (N - 1) * gamma, atol=1e-12)
assert np.allclose(contracted(cumulant, M), gamma @ gamma - gamma, atol=1e-12)
assert np.max(abs(cumulant)) > 1e-2
print("Random correlated state, 6 spin-orbitals, N = 3 (dimensionless)")
print("  natural occupations:", " ".join(f"{x:.4f}" for x in n))
print(f"  D = {defect(gamma):.4f}, h/N = {h/N:.4f}, "
      f"1-w = {1-w:.4f}, h = {h:.4f}")
print(f"  trace of cumulant: {np.trace(cumulant).real:.4f}")

# ---- drive D to zero using gamma only, then inspect the state reached ----
masks = basis_masks(M, N)
smaller = {m: i for i, m in enumerate(basis_masks(M, N - 1))}
lowering = np.zeros((M, len(smaller), len(masks)))
for j, m in enumerate(masks):
    for p in range(M):
        for m2, c in annihilate({m: 1.0}, p).items():
            lowering[p, smaller[m2], j] = c


def defect_of_parameters(x):
    c = x[:len(masks)] + 1j * x[len(masks):]
    A = lowering @ (c / np.linalg.norm(c))
    return N - np.sum(abs(A @ A.conj().T) ** 2)


start = np.array([state[m] for m in masks])
x0 = np.concatenate([start.real, start.imag])
found = minimize(defect_of_parameters, x0, method="BFGS",
                 options={"gtol": 1e-7, "maxiter": 2000})
c = found.x[:len(masks)] + 1j * found.x[len(masks):]
final = normalize(dict(zip(masks, c)))
gamma, n, h, w = natural_analysis(final, M, N)
terms = sum(abs(v) > 1e-2 for v in final.values())
assert defect_of_parameters(x0) > 0.1
assert abs(defect(gamma)) < 1e-8 and abs(1 - w) < 1e-8
assert terms > 1
print("Same state after minimizing D alone (dimensionless)")
print(f"  D: {defect_of_parameters(x0):.4f} -> {abs(defect(gamma)):.1e}")
print(f"  |1-w| at the end: {abs(1-w):.1e}")
print(f"  terms with amplitude above 0.01 in old basis: {terms} "
      f"of {len(masks)}")

# ---- fluctuating particle number: determinant rule without idempotency ----
fillings = np.array([0.9, 0.6, 0.3, 0.1])
U = random_unitary(4)
gamma = np.zeros((4, 4), dtype=complex)
Gamma2 = np.zeros((16, 16), dtype=complex)
mean_N = mean_N2 = 0.0
for pattern in product((0, 1), repeat=4):
    weight = np.prod(np.where(np.array(pattern) == 1, fillings, 1 - fillings))
    chosen = [i for i in range(4) if pattern[i]]
    member = build_determinant(U[:, chosen])
    gamma += weight * density_matrix(member, 4, 1)
    Gamma2 += weight * density_matrix(member, 4, 2)
    mean_N += weight * len(chosen)
    mean_N2 += weight * len(chosen) ** 2
variance = mean_N2 - mean_N ** 2
error_mixture = np.max(abs(Gamma2 - determinant_rule(gamma, 2)))
assert error_mixture < 1e-12
assert abs(defect(gamma) - variance) < 1e-12 and variance > 0.1
print("Mixture with independent fillings", fillings, "(dimensionless)")
print(f"  mean N = {mean_N:.4f}, variance of N = {variance:.4f}, "
      f"D = {defect(gamma):.4f}")
print(f"  largest error of determinant rule, k = 2: {error_mixture:.1e}")

# ---- two-electron states; orbital order: a-up, b-up, a-down, b-down ----
root = np.sqrt(0.5)
small = {
    "disguised determinant": {0b0011: root, 0b0101: root},
    "open-shell triplet": {0b0011: 1.0},
    "open-shell singlet": {0b1001: root, 0b0110: root},
}
unit = np.eye(4)
raised = {}
for i in range(2):
    moved = create(annihilate(small["open-shell singlet"], i + 2), unit[i])
    for m, c in moved.items():
        raised[m] = raised.get(m, 0) + c
assert max(abs(c) for c in raised.values()) < 1e-12
small_D, spin_summed = {}, {}
print("Two-electron states (dimensionless)")
for name, state in small.items():
    gamma = density_matrix(state, 4, 1)
    small_D[name] = defect(gamma)
    spin_summed[name] = gamma[:2, :2] + gamma[2:, 2:]
    n = np.clip(np.linalg.eigvalsh(gamma)[::-1], 0, None)
    print(f"  {name}: D = {abs(small_D[name]):.4f}, occupations",
          " ".join(f"{x:.2f}" for x in n))
assert abs(small_D["disguised determinant"]) < 1e-12
assert abs(small_D["open-shell triplet"]) < 1e-12
assert small_D["open-shell singlet"] > 0.5
assert np.allclose(spin_summed["open-shell triplet"],
                   spin_summed["open-shell singlet"])
diagonal = np.diag(spin_summed["open-shell singlet"]).real
print(f"  shared spin-summed diagonal, triplet and singlet: "
      f"{diagonal[0]:.2f} {diagonal[1]:.2f}")


# ---- HCl: Hartree-Fock determinant and full configuration interaction ----
def energy_parts(gamma, two_body, h1, eri):
    """One- and two-electron energies, spin-orbital index = spin*n + i."""
    n = len(h1)
    one = np.sum(h1 * (gamma[:n, :n] + gamma[n:, n:]).real)
    G = np.einsum("aibjakbl->ijkl", two_body.real.reshape([2, n] * 4))
    return one, 0.5 * np.einsum("kilj,ijkl->", eri, G)


stretched_D = []
for distance in (1.3, 2.5):
    mol = gto.M(atom=f"H 0 0 0; Cl 0 0 {distance}", basis="sto-3g",
                unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    n_orb, N, n_spin = mol.nao, mol.nelectron, 2 * mol.nao
    C, S, nuclear = mf.mo_coeff, mf.get_ovlp(), mol.energy_nuc()
    h1 = C.T @ mf.get_hcore() @ C
    eri = ao2mo.restore(1, ao2mo.full(mol, C), n_orb)

    # energy of the Hartree-Fock state from its gamma alone
    block = C.T @ S @ mf.make_rdm1() @ S @ C / 2
    gamma_hf = np.kron(np.eye(2), block)
    D_hf = defect(gamma_hf)
    hf_parts = energy_parts(gamma_hf, determinant_rule(gamma_hf, 2), h1, eri)
    E_hf_gamma = sum(hf_parts) + nuclear
    assert abs(D_hf) < 1e-10 and abs(E_hf_gamma - mf.e_tot) < 1e-7

    # exact ground state in this basis
    electrons = (N // 2, N // 2)
    solver = fci.direct_spin1.FCI()
    energies, vectors = solver.kernel(h1, eri, n_orb, electrons, nroots=2,
                                      ecore=nuclear)
    ci = np.asarray(vectors[0]).reshape(n_orb, n_orb)
    spin_squared = spin_op.spin_square0(ci, n_orb, electrons)[0]
    assert abs(spin_squared) < 1e-6 and energies[1] - energies[0] > 1e-4
    strings = [int(s) for s in cistring.make_strings(range(n_orb), N // 2)]
    state = {sa | (sb << n_orb): ci[i, j]
             for i, sa in enumerate(strings) for j, sb in enumerate(strings)
             if abs(ci[i, j]) > 1e-14}
    gamma, n, h, w = natural_analysis(state, n_spin, N)
    Gamma2 = density_matrix(state, n_spin, 2)
    cumulant = Gamma2 - determinant_rule(gamma, 2)
    one, two = energy_parts(gamma, Gamma2, h1, eri)
    cumulant_energy = energy_parts(gamma, cumulant, h1, eri)[1]
    assert abs(one + two + nuclear - energies[0]) < 1e-7
    assert np.allclose(contracted(cumulant, n_spin), gamma @ gamma - gamma,
                       atol=1e-9)
    assert h / N <= 1 - w <= h
    assert abs((1 - w) - h / 2) < 1e-8
    stretched_D.append(defect(gamma))

    print(f"HCl, STO-3G, distance {distance} angstrom, {N} electrons, "
          f"{n_spin} spin-orbitals, {ci.size} determinants")
    print(f"  Hartree-Fock energy: {mf.e_tot:.6f} hartree")
    print(f"  same, rebuilt from gamma: {E_hf_gamma:.6f} hartree")
    print(f"  |D| of Hartree-Fock state: {abs(D_hf):.1e}")
    print(f"  full CI energy: {energies[0]:.6f} hartree")
    print(f"  full CI minus Hartree-Fock: "
          f"{energies[0]-mf.e_tot:.6f} hartree")
    print(f"  cumulant part of full CI energy: {cumulant_energy:.6f} hartree")
    print(f"  full CI: D = {defect(gamma):.6f}, "
          f"trace of cumulant = {np.trace(cumulant).real:.6f}")
    print(f"  h/N = {h/N:.6f}, 1-w = {1-w:.6f}, h = {h:.6f}")
    print(f"  frontier natural occupations per spin-orbital: "
          f"{n[N-1]:.6f} and {n[N]:.6f}")
assert stretched_D[1] > stretched_D[0] > 1e-4

print("all good")
```

Running it gives:

```
Random determinants, 6 spin-orbitals, N = 2 and 3 (dimensionless)
  largest element of gamma^2 - gamma: 4.4e-16
  largest error of determinant rule, k = 2, 3: 2.0e-16
Random correlated state, 6 spin-orbitals, N = 3 (dimensionless)
  natural occupations: 0.9045 0.7912 0.7433 0.2567 0.2088 0.0955
  D = 0.8848, h/N = 0.1870, 1-w = 0.2767, h = 0.5610
  trace of cumulant: -0.8848
Same state after minimizing D alone (dimensionless)
  D: 0.8848 -> 1.5e-14
  |1-w| at the end: 3.6e-15
  terms with amplitude above 0.01 in old basis: 20 of 20
Mixture with independent fillings [0.9 0.6 0.3 0.1] (dimensionless)
  mean N = 1.9000, variance of N = 0.6300, D = 0.6300
  largest error of determinant rule, k = 2: 5.6e-17
Two-electron states (dimensionless)
  disguised determinant: D = 0.0000, occupations 1.00 1.00 0.00 0.00
  open-shell triplet: D = 0.0000, occupations 1.00 1.00 0.00 0.00
  open-shell singlet: D = 1.0000, occupations 0.50 0.50 0.50 0.50
  shared spin-summed diagonal, triplet and singlet: 1.00 1.00
HCl, STO-3G, distance 1.3 angstrom, 18 electrons, 20 spin-orbitals, 100 determinants
  Hartree-Fock energy: -455.135875 hartree
  same, rebuilt from gamma: -455.135875 hartree
  |D| of Hartree-Fock state: 2.2e-14
  full CI energy: -455.155877 hartree
  full CI minus Hartree-Fock: -0.020002 hartree
  cumulant part of full CI energy: -0.050091 hartree
  full CI: D = 0.059547, trace of cumulant = -0.059547
  h/N = 0.001678, 1-w = 0.015105, h = 0.030211
  frontier natural occupations per spin-orbital: 0.985542 and 0.015105
HCl, STO-3G, distance 2.5 angstrom, 18 electrons, 20 spin-orbitals, 100 determinants
  Hartree-Fock energy: -454.886094 hartree
  same, rebuilt from gamma: -454.886094 hartree
  |D| of Hartree-Fock state: 2.0e-14
  full CI energy: -455.021533 hartree
  full CI minus Hartree-Fock: -0.135439 hartree
  cumulant part of full CI energy: -0.296652 hartree
  full CI: D = 0.826381, trace of cumulant = -0.826381
  h/N = 0.032399, 1-w = 0.291587, h = 0.583173
  frontier natural occupations per spin-orbital: 0.708521 and 0.291587
all good
```
